\section*{Band Velocity in a Nonorthogonal Basis and the Overlap Derivative}

\section{Where the coefficients respond}

\textbf{Q.} In an orthonormal basis I get the band velocity from $c^\dagger(dH/dk)c$. With overlapping orbitals I solve $Hc=ESc$ and normalize $c^\dagger Sc=1$. Why should I not use the same expression?

\textbf{A.} Let us first fix what $H$ and $S$ are. In a chain with real orbitals $\phi_\mu$ in each cell, take the Bloch sums $\chi_{\mu k}(x)=\sum_R e^{ikR}\phi_\mu(x-R)$ and $\psi_k=\sum_\mu c_\mu\chi_{\mu k}$. Per cell, the matrix of an operator $O$ with the period of the chain is
\begin{equation}
M(k)=\sum_R e^{ikR}M_R,\qquad (M_R)_{\mu\nu}=\int\phi_\mu(x)\,O\,\phi_\nu(x-R)\,dx ,
\end{equation}
where $O$ is the Hamiltonian for $H$ and unity for $S$. Both are Hermitian, and $S$ is positive definite if the Bloch sums are linearly independent. The energy is the quotient $E=c^\dagger Hc/c^\dagger Sc$. Vary $c^\dagger$ in $E\,c^\dagger Sc=c^\dagger Hc$ and require $\delta E=0$: then $\delta c^\dagger(Hc-ESc)=0$ for every $\delta c^\dagger$, which is $Hc=ESc$.

Now take a nondegenerate band, let a prime denote $d/dk$, and differentiate $E=c^\dagger Hc$ at $c^\dagger Sc=1$:
\begin{align}
E'&=c^\dagger H'c+c'^\dagger Hc+c^\dagger Hc'\nonumber\\
&=c^\dagger H'c+E\,(c'^\dagger Sc+c^\dagger Sc').
\end{align}
The second line uses $Hc=ESc$ and its adjoint. In an orthonormal basis $S$ is constant and the bracket is the derivative of a fixed norm, hence zero. Here the fixed norm gives
\begin{equation}
0=(c^\dagger Sc)'=c'^\dagger Sc+c^\dagger Sc'+c^\dagger S'c ,
\end{equation}
so the bracket equals $-c^\dagger S'c$. In atomic units, with $\hbar=1$,
\begin{equation}
v=\frac{dE}{dk}=c^\dagger\left(\frac{dH}{dk}-E\frac{dS}{dk}\right)c .
\label{eq:v}
\end{equation}
The overlap term is the response of the coefficients that keeps the state normalized while the metric changes. Your expression is
\begin{equation}
v_{\rm drop}=c^\dagger H'c=v+E\,c^\dagger S'c .
\label{eq:drop}
\end{equation}

\textbf{Q.} You used the normalization. Does the result depend on it?

\textbf{A.} Its form does. Differentiate the eigenvalue equation itself:
\begin{equation}
(H'-E'S-ES')c+(H-ES)c'=0 .
\label{eq:diff}
\end{equation}
Multiply by $c^\dagger$ from the left. The last term vanishes because $c^\dagger(H-ES)=0$, and for any norm
\begin{equation}
E'=\frac{c^\dagger(H'-ES')c}{c^\dagger Sc}.
\end{equation}
Vectors with $c^\dagger c=1$ may therefore be used if the denominator is kept.

\section{One orbital per site}

\textbf{Q.} If the overlap is a few percent, I expect an error of a few percent.

\textbf{A.} Test that on one orbital per site, spacing $a$, nearest neighbours only. With on-site energy $\varepsilon$, neighbour element $h$ and overlap $s$,
\begin{equation}
E=\frac{\varepsilon+2h\cos ka}{D},\qquad D=1+2s\cos ka .
\end{equation}
The quotient rule gives
\begin{align}
v&=\frac{-2ah\sin ka\,(1+2s\cos ka)+2as\sin ka\,(\varepsilon+2h\cos ka)}{D^2}\nonumber\\
&=-\frac{2a(h-\varepsilon s)\sin ka}{D^2},
\end{align}
since the terms in $hs\sin ka\cos ka$ cancel. The normalized coefficient has $|c|^2=1/D$, so $v_{\rm drop}=-2ah\sin ka/D$ and
\begin{equation}
\frac{v_{\rm drop}}{v}=\frac{hD}{h-\varepsilon s}.
\end{equation}
Small $s$ is not enough: $|\varepsilon s|$ must also be small compared with $|h|$. In the limit $h=\varepsilon s$ the energy is $\varepsilon$ at every $k$, the band is flat and $v=0$, yet $v_{\rm drop}=-2a\varepsilon s\sin ka/D$ is in general not zero.

For numbers, take a model chain with $a=4$ bohr and the potential $-\sum_n\exp[-(x-na)^2/w^2]$ hartree, $w=1.5$ bohr. The orbital is a normalized Gaussian $\propto\exp(-\alpha x^2)$ with $\alpha=0.35$ bohr$^{-2}$. Integration gives $\varepsilon=-0.62728$ and $h=-0.08102$ hartree, and $s=0.06081$. At $k=\pi/(3a)$, where $\cos ka=1/2$ and $\sin ka=0.86603$, we have $D=1.06081$ and $h-\varepsilon s=-0.08102+0.03814=-0.04288$ hartree. Hence
\begin{align}
v&=\frac{8(0.04288)(0.86603)}{(1.06081)^2}=0.264\ \text{a.u.},\\
v_{\rm drop}&=\frac{8(0.08102)(0.86603)}{1.06081}=0.529\ \text{a.u.}
\end{align}
With an overlap of only 6\%, leaving out the overlap term doubles the computed velocity, because $\varepsilon s$ is nearly half of $h$.

\textbf{Q.} Perhaps $v_{\rm drop}$ is the physical velocity and the slope is not.

\textbf{A.} Let an electron move. Projecting the time-dependent Schr\"odinger equation on the orbitals gives $iS\dot c=Hc$. It is solved by $c_n(t)=\int f(k)e^{i(kna-Et)}dk$. For $f$ narrow around $k_0$, expand the phase to first order in $k-k_0$: it contains $(k-k_0)(na-vt)$, with $v=E'(k_0)$. The envelope thus moves at the slope of the band, to leading order in the spread of $k$.

The position can be followed without any $k$ derivative. The product of two equal even orbitals at $ma$ and $na$ is even about their midpoint, so $\langle\phi_m|x|\phi_n\rangle=S_{mn}(m+n)a/2$, and
\begin{equation}
\langle x\rangle=\sum_{mn}c_m^*S_{mn}\frac{(m+n)a}{2}c_n={\rm Re}\sum_m ma\,c_m^*(Sc)_m .
\end{equation}
A packet with a spread of 20 cells, started at $k=\pi/(3a)$ on 320 sites, drifts at 0.2646 a.u.\ over 1500 a.u.\ of time. With all neighbours included, as in that propagation, the formula gives $v=0.2647$ and the truncated one 0.530 a.u.

\section{The matrix case}

\textbf{Q.} One orbital leaves no room for the eigenvector to change its shape. Show me a case with mixing.

\textbf{A.} Add a p-type orbital $\propto x\exp(-\alpha x^2)$ with the same $\alpha$. Since s is even and p is odd, the diagonal elements of all four matrices are real and the sp elements are imaginary. Write $M_{sp}=im$, $M_{ps}=-im$, $c_s$ real and $c_p=iq$. Then
\begin{align}
c^\dagger Mc&=c_s^2M_{ss}+q^2M_{pp}+c_s(im)(iq)+(-iq)(-im)c_s\nonumber\\
&=c_s^2M_{ss}+q^2M_{pp}-2mc_sq .
\end{align}
At $k=\pi/(3a)$ the lowest band has $c_s=0.93780$, $q=0.12088$ and $E=-0.67695$ hartree, so $c_s^2=0.87947$, $q^2=0.01461$ and $c_sq=0.11336$. The derivative matrices give, in atomic units,
\begin{align}
c^\dagger H'c&=0.87947(0.56219)+0.01461(-0.99203)\nonumber\\
&\quad-2(0.56329)(0.11336)=0.3522,\\
c^\dagger S'c&=0.87947(-0.42149)+0.01461(1.94206)\nonumber\\
&\quad-2(-0.57509)(0.11336)=-0.2119 .
\end{align}
Therefore
\begin{equation}
v=0.3522-(-0.67695)(-0.2119)=0.2088\ \text{a.u.}=457\ \text{km/s}.
\end{equation}
Without the overlap term one finds 0.3522 a.u., or 771 km/s, which is 69\% above $v$. Both $E$ and $c^\dagger S'c$ are negative, so by Eq.~(\ref{eq:drop}) the error is positive. If instead $c^\dagger c=1$ is imposed, $c^\dagger Sc=1.118$, and Eq.~(\ref{eq:v}), which does not divide by this norm, gives a value 12\% too large.

\textbf{Q.} The arithmetic follows your formula. Does the band follow it?

\textbf{A.} The formula was tested against numerical slopes of the eigenvalues at 19 values of $k$ from $0.05\pi/a$ to $0.95\pi/a$, with one, two and six orbitals per site (the lowest band for one orbital, the lowest two otherwise). The largest difference is $2\times10^{-10}$ a.u.\ with an eighth-order difference rule. A fourth-order rule with a step of 0.002 bohr$^{-1}$ deviates by $1.5\times10^{-6}$ a.u., and by 16 times less when its step is halved, as its truncation error should.

\textbf{Q.} Could I have noticed the error at a symmetry point?

\textbf{A.} Not at $k=0$ or $k=\pi/a$ in a nondegenerate band. There the phases $e^{ikR}$ are real. For a real Hamiltonian, such as that of this chain without a magnetic field or spin-orbit coupling, $H$ and $S$ are then real and $c$ can be chosen real. Since $M_{-R}=M_R^T$, the derivative $\sum_R iRe^{ikR}M_R$ is $i$ times a real antisymmetric matrix, whose expectation value in a real vector is zero. Both $v$ and $v_{\rm drop}$ vanish.

\section{Energy zero and choice of basis}

\textbf{Q.} The error is proportional to $E$, and I may choose the zero of energy. Does that not remove it?

\textbf{A.} It shows what is wrong with the truncation. Add a constant $\Delta$ to the potential: $H\to H+\Delta S$, $E\to E+\Delta$, and $c$ is unchanged. In Eq.~(\ref{eq:v}) the added terms are $\Delta S'-\Delta S'=0$. The truncated value changes by $\Delta\,c^\dagger S'c$. For the s,p chain at $k=\pi/(3a)$, $\Delta=0$, 1 and 2 hartree give $v_{\rm drop}=0.352$, $0.140$ and $-0.072$ a.u., while $v$ stays at 0.209 a.u. Even the direction of motion then depends on an arbitrary constant.

A zero at $E(k)$ removes the error at that $k$, but a dispersive band has other energies elsewhere. With the zero midway between the band edges $-0.704$ and $-0.530$ hartree, the largest error on the 19 points falls from 0.319 to 0.031 a.u. That is still 8\% of the largest velocity, 0.368 a.u. The best constant zero, near $-0.593$ hartree, leaves 0.020 a.u., or 5.5\%.

\textbf{Q.} Then I orthogonalize the basis and have no $S'$ at all.

\textbf{A.} That is correct if the transformation is differentiated too. Let $T(k)$ be invertible and differentiable, $\tilde H=T^\dagger HT$, $\tilde S=T^\dagger ST$ and $\tilde c=T^{-1}c$. The product rule gives
\begin{align}
\tilde H'-E\tilde S'&=T^\dagger(H'-ES')T\nonumber\\
&\quad+T'^\dagger(H-ES)T+T^\dagger(H-ES)T' .
\end{align}
Between $\tilde c^\dagger$ and $\tilde c$, with $T\tilde c=c$, the second term contains $(H-ES)c=0$ and the third $c^\dagger(H-ES)=0$. The velocity is thus the same in every such basis. For the L\"owdin choice $T=S^{-1/2}$ we have $\tilde S=1$ and $v=\tilde c^\dagger\tilde H'\tilde c$; differentiating $S^{-1/2}HS^{-1/2}$ numerically as a whole gives 0.2088 a.u.\ again. If only $H$ inside it is differentiated, then
\begin{equation}
\tilde c^\dagger S^{-1/2}H'S^{-1/2}\tilde c=c^\dagger H'c ,
\end{equation}
which is the truncated value once more.

\section{Degenerate levels}

\textbf{Q.} At a band crossing the eigenvector is not unique. Which $c$ do I insert?

\textbf{A.} Not an arbitrary vector of the level; the right ones must first be found. Let the columns of $C$ span the level $E_0$, with $C^\dagger SC=1$, and assume that along the chosen line in $k$ space each branch has a differentiable vector, equal to $Ca$ at the crossing. Multiply Eq.~(\ref{eq:diff}) by $C^\dagger$. Since $C^\dagger(H-E_0S)=0$,
\begin{equation}
C^\dagger(H'-E_0S')C\,a=E'a .
\end{equation}
The slopes are the eigenvalues of this small matrix. In several dimensions the matrix is formed separately for each direction.

Describe the same s,p chain by a cell of length $2a$. Its reciprocal period is $\pi/a$, so the states at $k=\pm\pi/(2a)$ fall on the same point with equal energies. The small matrix has eigenvalues $\pm0.308$ a.u., the velocities of the two original states. A normalized mixture with weights $|a_1|^2$ and $|a_2|^2$ has the diagonal element $0.308(|a_1|^2-|a_2|^2)$, which can be anything between the two slopes.

\section{What the slope does not tell}

\textbf{Q.} For a local potential the velocity is the momentum divided by the mass. Is $v$ equal to $\langle p\rangle$?

\textbf{A.} For an exact eigenstate, yes. Put $u=e^{-ikx}\psi_k$, normalized in the cell, and $H_k=(p+k)^2/2+V$, so that $H_k'=p+k$ and $\langle u|p+k|u\rangle=\langle p\rangle$. In a finite basis $H_ku=Eu+r$, with a residual $r$ orthogonal to the basis functions. Then
\begin{align}
E'&=\langle u|H_k'|u\rangle+2{\rm Re}\langle u'|H_ku\rangle\nonumber\\
&=\langle p\rangle+E\langle u|u\rangle'+2{\rm Re}\langle u'|r\rangle
=\langle p\rangle+2{\rm Re}\langle u'|r\rangle .
\end{align}
The last term can survive because $u'$ contains derivatives of the functions $e^{-ikx}\chi_{\mu k}$, which need not lie in the basis.

At $k=\pi/(3a)$, plane waves in the same potential give $v=\langle p\rangle=0.2207$ a.u. One orbital gives $v=0.265$ and $\langle p\rangle=0.139$; the s,p pair gives 0.2088 and 0.2208; six orbitals (s and p with exponents 0.3, 1 and 3 bohr$^{-2}$) give 0.2205 and 0.2207 a.u. For the s,p pair and for six orbitals $\langle p\rangle$ is closer to the plane-wave value than $v$ is, here and at all 19 values of $k$, but it is not the slope of the band of that basis. For one orbital it is farther off than $v$ at all 19 values, so such closeness depends on the basis.

\textbf{Q.} How much of this matters for a real conductor?

\textbf{A.} The chain represents no material, so its numbers illustrate the error but do not predict its size in a conductor. In a relaxation-time description the contribution of a state to the conductivity is proportional to $v^2$. With the relaxation time and the occupation held fixed, and with the original energy zero ($\Delta=0$), the truncated velocity would multiply the contribution of the s,p state at $\pi/(3a)$ by $(0.3522/0.2088)^2\approx2.8$. Another zero gives another factor: for $\Delta=1$ hartree it is $(0.140/0.209)^2\approx0.45$. The limited s,p basis puts $v$ itself 5\% below the plane-wave value, a separate error that a better basis reduces. A real solid adds three dimensions, electron interaction and lattice motion, whose effects this model cannot size. Equation~(\ref{eq:v}) still gives the slope of any nondegenerate band obtained from $Hc=ESc$ with $c^\dagger Sc=1$ and Hermitian, differentiable matrices $H$ and $S$, neither of which depends on $E$. The numerical output lists the s,p values of $v$ and $v_{\rm drop}$ at five points between $k=0$ and $k=\pi/a$.

\section*{Computed values}
\begin{verbatim}
INPUT (1D model chain)
spacing a = 4.00 bohr, well depth = 1.00 hartree
well width = 1.50 bohr, alpha = 0.35 bohr^-2
example k = pi/(3a) = 0.26180 bohr^-1
gap of bands 2 and 3 at k = 0: 0.07389 hartree
4th-order difference, step 0.002, 0.001: 1.5e-06, 9.4e-08 a.u.
largest |formula - 8th-order difference| = 1.9e-10 a.u.
ONE ORBITAL, k = pi/(3a)
eps = -0.627279, h = -0.081021 hartree, s = 0.060810
nearest neighbours: E = -0.667698 hartree
nearest neighbours: v = 0.26398, dropped = 0.52915 a.u.
all neighbours: E = -0.667648 hartree
all neighbours: v = 0.26469, dropped = 0.52997 a.u.
packet: 320 sites, spread 20 cells, time 1500 a.u.
packet drift velocity = 0.26463 a.u.
S AND P ORBITALS, LOWEST BAND, k = pi/(3a)
S: ss 1.060796, pp 0.720566, sp -0.249359 i (a.u.)
H: ss -0.708238, pp 0.105865, sp 0.245322 i (a.u.)
dS/dk: ss -0.421494, pp 1.942055, sp -0.575094 i (a.u.)
dH/dk: ss 0.562193, pp -0.992034, sp 0.563288 i (a.u.)
c_s = 0.937799, c_p = 0.120880 i
E = -0.676945 hartree
c+ dH/dk c = 0.352226 a.u. (dropped velocity)
c+ dS/dk c = -0.211927 bohr
v = 0.208763 a.u. = 456.7 km/s
dropped = 770.6 km/s
relative error of dropped = 68.7 %
c+ S c if instead c+ c = 1: 1.11847
v from Loewdin Hamiltonian = 0.208763 a.u.
LOWEST BAND, S AND P: ka/pi, E (hartree), v, dropped (a.u.)
0.1667  -0.697235  0.10164  0.15886
0.3333  -0.676945  0.20876  0.35223
0.5000  -0.642896  0.30814  0.55463
0.6667  -0.598008  0.36643  0.68262
0.8333  -0.552127  0.30297  0.56822
E(0) = -0.703827, E(pi/a) = -0.529778 hartree
ENERGY ZERO: constant added (hartree), v, dropped (a.u.)
0.0  0.20876  0.35223
1.0  0.20876  0.14030
2.0  0.20876  -0.07163
largest v on the k grid = 0.36755 a.u.
largest error, original zero = 0.31936 a.u.
largest error, zero at mid-band = 0.03109 a.u.
DOUBLED CELL: crossing slopes -0.30814, 0.30814 a.u.
BASIS TEST, k = pi/(3a): orbitals, E (hartree), v, <p> (a.u.)
1  -0.667648  0.26469  0.13907
2  -0.676945  0.20876  0.22077
6  -0.678698  0.22054  0.22068
plane waves: E = -0.678704 hartree, v = <p> = 0.22067 a.u.
change of v from 31 to 41 plane waves = 0.0e+00 a.u.
largest |v - plane-wave v|, 1, 2, 6 orbitals (a.u.): 0.07742, 0.01321, 0.00025
largest |v - <p>|, 1, 2, 6 orbitals (a.u.): 0.18351, 0.01354, 0.00027
\end{verbatim}
